\section*{The High–Low Frequency Capacitance Formula for Interface States}

\section{The result}

Let $C_{LF}$ and $C_{HF}$ be the low- and high-frequency capacitances of a metal--oxide--semiconductor capacitor, measured at the same gate bias, and let $C_{ox}$ be the oxide capacitance. All capacitances and charges are per unit area. The capacitance of the interface states is
\begin{equation}
C_{it}=\frac{C_{ox}C_{LF}}{C_{ox}-C_{LF}}-\frac{C_{ox}C_{HF}}{C_{ox}-C_{HF}} .
\label{result}
\end{equation}
Each term is a measured capacitance from which the series oxide capacitance has been removed. With $\tau$ the capture time of the states at the given bias, the formula needs two frequency assumptions:
\begin{enumerate}
\item At the low frequency, $\omega_L\tau\ll1$: every state that contributes stays in equilibrium with the signal.
\item At the high frequency, $\omega_H\tau\gg1$: the occupancy of the states near the Fermi level does not follow the signal, while the majority carriers still do. An isolated level of small occupancy $f$ needs the stricter condition $\omega_H\tau f\gg1$. Both conditions tighten further when the capacitance of the states exceeds $C_{ox}$ plus the semiconductor capacitance, as (\ref{S}) and (\ref{single}) show.
\end{enumerate}
The semiconductor capacitance must also be the same in both measurements. This excludes strong inversion and the bias range just before it, where minority carriers can follow the low frequency but not the high one.

The substrate is taken as n-type. The band bending $\psi_s$ is the surface potential relative to the bulk, negative in depletion. The semiconductor charge is $Q_s$ and the interface-state charge is $Q_{it}$.

\section{First derivation: two derivatives of the charge}

This derivation uses no rate law. Suppose that one value of $\psi_s$ describes the whole area, that no current leaks through the oxide, and that no voltage is lost in a series resistance. The gate voltage then divides between oxide and semiconductor, and the charges balance:
\begin{equation}
Q_G=C_{ox}(V_G-V_{FB}-\psi_s)=-(Q_s+Q_{it}).
\label{balance}
\end{equation}
Here $Q_G$ is the gate charge plus any fixed oxide charge, and $V_{FB}$ is the flat-band voltage for $Q_{it}=0$, including the shift caused by the fixed charge. Both contributions of the fixed charge are constant and drop out of every derivative. Define
\begin{equation}
C_s=-\frac{dQ_s}{d\psi_s},\qquad C_{it}=-\left.\frac{dQ_{it}}{d\psi_s}\right|_{\rm equilibrium}.
\end{equation}
Both are positive: a rise of $\psi_s$ draws electrons to the surface and into the states, which makes both charges more negative.

The first equality in (\ref{balance}) gives $dV_G=d\psi_s+dQ_G/C_{ox}$. At low frequency the states follow, so the second equality gives $dQ_G=(C_s+C_{it})\,d\psi_s$. Dividing $dV_G$ by $dQ_G$,
\begin{equation}
\frac1{C_{LF}}=\frac1{C_{ox}}+\frac1{C_s+C_{it}} .
\label{lf}
\end{equation}
At high frequency the occupancy is frozen during the signal, $dQ_{it}=0$, and $dQ_G=C_s\,d\psi_s$:
\begin{equation}
\frac1{C_{HF}}=\frac1{C_{ox}}+\frac1{C_s} .
\label{hf}
\end{equation}
Solving each relation for its last term and inverting,
\begin{align}
C_s+C_{it}&=\left(\frac1{C_{LF}}-\frac1{C_{ox}}\right)^{-1}=\frac{C_{ox}C_{LF}}{C_{ox}-C_{LF}},\\
C_s&=\left(\frac1{C_{HF}}-\frac1{C_{ox}}\right)^{-1}=\frac{C_{ox}C_{HF}}{C_{ox}-C_{HF}} .
\end{align}
Their difference is (\ref{result}).

The subtraction cancels $C_s$ if both values belong to the same $\psi_s$. Equal gate bias ensures this when the states have settled at the dc bias in both measurements. Then (\ref{balance}) reads $V_G-V_{FB}=\psi_s-[Q_s(\psi_s)+Q_{it}(\psi_s)]/C_{ox}$. Its right side has the derivative $1+(C_s+C_{it})/C_{ox}>0$, so one $V_G$ fixes one $\psi_s$. The high-frequency signal leaves the states behind, but the slow change of dc bias must not.

To see how the plain difference of the measured curves enters, write $C_{ox}C/(C_{ox}-C)=C_{ox}^2/(C_{ox}-C)-C_{ox}$ in both terms. The constants cancel and
\begin{equation}
C_{it}=\frac{C_{ox}^2\,(C_{LF}-C_{HF})}{(C_{ox}-C_{LF})(C_{ox}-C_{HF})} .
\label{fraction}
\end{equation}
The factor multiplying $C_{LF}-C_{HF}$ exceeds one, because part of the gate signal drops across the oxide.

\subsection{From capacitance to density of states}

Let $D(E)$ be the density of states per area and energy, and $f$ the electron occupancy. Whatever the charge type of the states, each captured electron adds $-q$, so $Q_{it}={\rm const}-q\int D f\,dE$. The levels move with the surface bands by $-q\psi_s$ relative to the Fermi level, hence
\begin{equation}
f=\frac1{1+e^{(E-q\psi_s-E_F)/kT}},\qquad
\frac{\partial f}{\partial\psi_s}=\frac{q}{kT}f(1-f),
\end{equation}
where $E$ is the level energy at flat band and any degeneracy factor is included in it. Therefore
\begin{equation}
C_{it}=q^2\int D\,\frac{f(1-f)}{kT}\,dE\simeq q^2D .
\label{cit}
\end{equation}
The last step takes $D$ constant over the few $kT$ where $f(1-f)$ is appreciable, and uses $f(1-f)/kT=-\partial f/\partial E$, whose integral is one. Here $D$ is per joule. For $D_{it}$ per eV one factor $q$ is absorbed by the energy unit, and numerically $D_{it}=C_{it}/q$.

\section{Second derivation: the response at any frequency}

Now let the states exchange electrons with the conduction band at a finite rate. For one level,
\begin{equation}
\frac{df}{dt}=c_n\left[n_s(1-f)-n_1f\right],
\label{rate}
\end{equation}
where $n_s$ is the surface electron density, $c_n$ the capture coefficient and $c_nn_1$ the emission rate. In the steady state $n_1f=n_s(1-f)$, so that $n_s+n_1=n_s/f$.

Apply a signal $\delta\psi_s\,e^{j\omega t}$ that is small compared with $kT/q$. If the majority carriers follow it, $\delta n_s=n_s\,q\delta\psi_s/kT$. Linearizing (\ref{rate}),
\begin{equation}
j\omega\,\delta f=c_nn_s\left[(1-f)\frac{q\,\delta\psi_s}{kT}-\frac{\delta f}{f}\right].
\end{equation}
Multiply by $\tau f$, with $\tau=1/(c_nn_s)$, and collect $\delta f$:
\begin{equation}
\delta f=\frac{f(1-f)}{1+j\omega\tau f}\,\frac{q\,\delta\psi_s}{kT} .
\label{df}
\end{equation}
At fixed $\psi_s$ a level thus relaxes in the time $\tau f$, which never exceeds $\tau$. This is why $\omega_L\tau\ll1$ suffices for all of them.

For $D$ and $c_n$ constant over the contributing levels, sum (\ref{df}) over energy using $f(1-f)\,dE/kT=-df$:
\begin{equation}
-\frac{\delta Q_{it}}{\delta\psi_s}=q^2D\int_0^1\frac{df}{1+j\omega\tau f}
=C_{it}\,\frac{\ln(1+jx)}{jx},\qquad x=\omega\tau .
\end{equation}
Since $\ln(1+jx)=\tfrac12\ln(1+x^2)+j\arctan x$, the semiconductor and the states together respond as $Z=C_p-jg$ with
\begin{equation}
C_p=C_s+C_{it}\frac{\arctan x}{x},\qquad g=C_{it}\frac{\ln(1+x^2)}{2x}.
\label{cpg}
\end{equation}
Charge balance gives $\delta Q_G=Z\,\delta\psi_s=C_{ox}(\delta V_G-\delta\psi_s)$. Eliminating $\delta\psi_s$,
\begin{equation}
\frac{\delta Q_G}{\delta V_G}=\frac{C_{ox}Z}{C_{ox}+Z} .
\end{equation}
The admittance is $Y=j\omega\,\delta Q_G/\delta V_G$, so the measured parallel capacitance $C_m={\rm Im}\,Y/\omega$ is the real part of this ratio.

Next apply the oxide correction to $C_m$. First,
\begin{equation}
C_{ox}-C_m={\rm Re}\,\frac{C_{ox}^2}{C_{ox}+Z}
=\frac{C_{ox}^2(C_{ox}+C_p)}{(C_{ox}+C_p)^2+g^2} .
\end{equation}
With $S(C_m)=C_{ox}C_m/(C_{ox}-C_m)=C_{ox}^2/(C_{ox}-C_m)-C_{ox}$ this becomes
\begin{equation}
S(C_m)=C_p+\frac{g^2}{C_{ox}+C_p} .
\label{S}
\end{equation}
For $x\to0$, $C_p\to C_s+C_{it}$ and $g\to0$; for $x\to\infty$, $C_p\to C_s$ and $g\to0$. The difference of the two limits of $S$ is $C_{it}$, which is (\ref{result}) again.

\subsection{The price of finite frequencies}

At the low end, $\arctan x/x\simeq1-x^2/3$ and $g\simeq C_{it}x/2$. Inserting these in (\ref{S}), the low-frequency term falls short of $C_s+C_{it}$ by the following fraction of $C_{it}$:
\begin{equation}
\epsilon_L\simeq(\omega_L\tau)^2\left[\frac13-\frac{C_{it}}{4(C_{ox}+C_s+C_{it})}\right].
\label{el}
\end{equation}
The bracket is positive, since the second term is below $1/4$. At the high end, $\arctan x\simeq\pi/2$, while the $g^2$ term in (\ref{S}) adds about $C_{it}(\ln x)^2/[x^2(C_{ox}+C_s)]$ as a fraction of $C_{it}$. It is dropped, which requires $x\gg(\ln x)^2\,C_{it}/(C_{ox}+C_s)$ as well as $x\gg1$; the extra condition matters when $C_{it}$ is large. The high-frequency term exceeds $C_s$ by the fraction
\begin{equation}
\epsilon_H\simeq\frac{\pi}{2\,\omega_H\tau} .
\label{eh}
\end{equation}
This excess is subtracted, so to leading order both errors lower the extracted $C_{it}$.

The high-frequency error falls slowly because of the levels well above the Fermi level. They have $f\ll1$ and relax in the short time $\tau f$. Those with $f$ up to about $1/x$ still follow at least in part, and in the integral over $f$ they carry a weight of order $1/x$.

\subsection{A single level}

If all states lie at one energy, with capacitance $C_T$ and relaxation time $\tau_t=\tau f$, then $Z=C_s+C_T/(1+jy)$, $y=\omega\tau_t$. Put $A=C_{ox}+C_s$. Equation (\ref{S}) is equivalent to $S+C_{ox}=|C_{ox}+Z|^2/{\rm Re}(C_{ox}+Z)$, and
\begin{align}
|C_{ox}+Z|^2&=\frac{(A+C_T)^2+A^2y^2}{1+y^2},\\
{\rm Re}(C_{ox}+Z)&=\frac{A+C_T+Ay^2}{1+y^2}.
\end{align}
Taking the quotient and subtracting $A$,
\begin{equation}
S-C_s=\frac{(A+C_T)^2-A(A+C_T)}{A+C_T+Ay^2}
=\frac{C_T}{1+y^2A/(A+C_T)} .
\label{single}
\end{equation}
The high-frequency residue now falls as $1/\omega^2$, since no faster levels are present. It is small only for $y^2\gg(A+C_T)/A$, which is stricter than $y\gg1$ when $C_T\gg A$. For $C_T=436.9$ and $A=354.2+55.7=409.9$ nF/cm$^2$, $A/(A+C_T)=0.484$. At $y=1$ the apparent fraction is $1/1.484=0.674$, which agrees with the numerical solution of the rate equation.

\section{What each derivation assumes}

Both derivations share the charge balance (\ref{balance}), a uniform $\psi_s$ that is equal in the two measurements, a common $C_s$, and majority carriers that follow both signals. They differ in how the states are treated.

The first takes the two frequency assumptions as ideal conditions: full equilibrium in one measurement, frozen occupancy in the other. In return it needs no capture law. Equation (\ref{result}) holds for any distribution of levels and capture coefficients, and a slowly varying $D$ enters only in the conversion (\ref{cit}). It cannot say which frequencies are low or high enough.

The second assumes exchange with the conduction band alone and, for (\ref{cpg}), constant $D$ and $c_n$. In return it obtains the frequency assumptions as limits and gives the errors (\ref{el}) and (\ref{eh}). Those errors belong to this model, as the different decay in (\ref{single}) shows. They also rest on a uniform $\psi_s$. At real interfaces $\psi_s$ often varies laterally by one to a few $kT/q$; patches richer in electrons have a shorter $\tau$, and the high-frequency error can then be several times (\ref{eh}).

\section{Worked example}

Take round model parameters: relative permittivities 12 (semiconductor) and 4 (oxide), an oxide of 10 nm, bulk electron density $n_0=10^{16}$ cm$^{-3}$, intrinsic density $n_i=10^{10}$ cm$^{-3}$, $T=300$ K, $c_n=10^{-8}$ cm$^3$/s and $D_{it}=2\times10^{11}$ cm$^{-2}$eV$^{-1}$. Then $C_{ox}=354.2$ and $C_{it}=qD_{it}=32.04$ nF/cm$^2$.

\subsection{Semiconductor capacitance}

With $u=q\psi/kT$ and $p_0=n_i^2/n_0$, Boltzmann statistics give the charge density $\rho=q(n_0-p_0+p_0e^{-u}-n_0e^{u})$. Multiplying Poisson's equation $\psi''=-\rho/\varepsilon_s$ by $\psi'$ and integrating from the bulk gives $\psi'^2$ at the surface. Gauss's law, $Q_s=\varepsilon_s\psi'$ there, then yields
\begin{equation}
Q_s^2=2\varepsilon_skT\left[n_0(e^{u_s}-1-u_s)+p_0(e^{-u_s}-1+u_s)\right].
\label{qs}
\end{equation}
Since $Q_s^2=-2\varepsilon_s\int_0^{\psi_s}\rho\,d\psi$, differentiation gives $C_s=\varepsilon_s\rho_s/Q_s$, with $\rho_s$ the charge density at the surface. At $\psi_s=-0.3$ V, $Q_s=30.55$ nC/cm$^2$, a value confirmed by a numerical solution of Poisson's equation, and $\rho_s\simeq qn_0$. The result is $C_s=55.72$ nF/cm$^2$.

\subsection{Extraction}

The ideal limits at this bias are $C_{LF}=70.33$ and $C_{HF}=48.15$ nF/cm$^2$. The oxide correction gives
\begin{align}
\frac{354.17\times70.334}{354.17-70.334}&=87.76\ {\rm nF/cm^2},\\
\frac{354.17\times48.145}{354.17-48.145}&=55.72\ {\rm nF/cm^2}.
\end{align}
The difference is 32.04 nF/cm$^2$, or $D_{it}=2.00\times10^{11}$ cm$^{-2}$eV$^{-1}$, the input value. The uncorrected difference $C_{LF}-C_{HF}$ is 22.19 nF/cm$^2$, about 31\% below $C_{it}$.

Now use 1 Hz and 1 MHz. The capacitances below come from many discrete levels obeying (\ref{rate}) and (\ref{balance}), linearized numerically; the last column is extracted over input $D_{it}$.
\begin{center}
\begin{tabular}{ccccc}
$\psi_s$ (V) & $\omega_H\tau$ & $C_{\rm low}$ & $C_{\rm high}$ & ratio\\
 & & \multicolumn{2}{c}{(nF/cm$^2$)} & \\
$-0.3$ & 6890 & 70.33 & 48.15 & 0.9998\\
$-0.2$ & 144 & 79.15 & 58.61 & 0.989\\
$-0.1$ & 3.01 & 98.56 & 88.60 & 0.574
\end{tabular}
\end{center}
At $-0.2$ V, (\ref{eh}) predicts a deficit $\pi/(2\times144)=0.011$, as found. At $-0.1$ V the surface holds so many electrons that $\tau$ is only 0.48 $\mu$s, and the second frequency assumption fails. The expansion (\ref{eh}) gives a deficit of 0.52 there, which is too large, but (\ref{S}) still applies: $\arctan x/x=0.416$ and the $g^2$ term adds 0.010, which leaves $1-0.426=0.574$. By (\ref{eh}), a 1\% error at this bias would require $\omega_H\tau\simeq157$, or about 52 MHz. This figure neglects series resistance, which is not negligible at such a frequency: a substrate of this doping, about $0.5\ \Omega\,$cm and 0.5 mm thick, contributes about $0.026\ \Omega\,{\rm cm^2}$ in one-dimensional flow, so that $\omega RC\simeq0.7$. The measured admittance must then be corrected for the resistance before (\ref{result}) is used.

Towards deeper depletion $\tau$ grows as $e^{-q\psi_s/kT}$ and, in this model, the low-frequency assumption becomes the critical one. At $-0.3$ V, $\omega_L\tau=0.0069$ and the deficit (\ref{el}) is about $1.5\times10^{-5}$. It would reach 1\% near $-0.38$ V. That lies beyond $\phi_B=(kT/q)\ln(n_0/n_i)=0.357$ V, where holes outnumber electrons at the surface. Hole capture, omitted from this model, then adds a second path and lowers the deficit, by an amount that depends on how the surface holes are supplied. If they must be generated through the same interface states, the relief is modest and the low-frequency assumption still fails somewhat deeper in weak inversion.

\subsection{Other sources of error}

Since $1+S/C_{ox}=C_{ox}/(C_{ox}-C)$, differentiating $S$ gives
\begin{equation}
\frac{\partial S}{\partial C}=\left(1+\frac{S}{C_{ox}}\right)^2,\qquad
\frac{\partial S}{\partial C_{ox}}=-\left(\frac{S}{C_{ox}}\right)^2 .
\end{equation}
At $-0.3$ V, a 1\% rise of $C_{LF}$ alone changes $C_{it}$ by $0.703\times(1.248)^2/32.04=3.4\%$. A 1\% rise of $C_{ox}$ acts on both terms and changes $C_{it}$ by $-0.4\%$. Both derivatives grow without limit as $C\to C_{ox}$, so the method loses accuracy towards accumulation.

If the high-frequency curve is read 20 mV too positive, its band bending is off by $20\,C_{ox}/(C_{ox}+C_s+C_{it})=16$ mV. In depletion (\ref{qs}) gives $C_s\propto(|\psi_s|-kT/q)^{-1/2}$, so the subtracted $C_s$ is too large by about $55.7\times16/(2\times274)=1.6$ nF/cm$^2$, or 5\% of $C_{it}$. The full calculation gives $-5.3\%$.

Minority carriers that follow the low frequency alone imitate interface states. To estimate this, set $D_{it}=0$ and use $C_s$ with holes for the low frequency and without holes for the high one. The false density is $2.5\times10^{8}$ cm$^{-2}$eV$^{-1}$ at $|\psi_s|=1.5\,\phi_B$ but $2.1\times10^{11}$ at $2\phi_B$, as large as the true density of the example. At $2\phi_B$ the surface hole density equals $n_0$ and doubles $\rho_s$. The bracket in (\ref{qs}) rises from $26.6\,n_0$ to $27.6\,n_0$, so $C_s=\varepsilon_s\rho_s/Q_s$ grows by the factor $2\sqrt{26.6/27.6}=1.96$. The remaining figures are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Temperature: 300 K; kT/q: 0.02585 V
Relative permittivities: 12 and 4 (oxide)
Oxide thickness: 10 nm
Bulk electron density: 1.0e+16 cm^-3; n_i: 1.0e+10 cm^-3
Capture coefficient c_n: 1.0e-08 cm^3/s
Input D_it: 2.000e+11 cm^-2 eV^-1
C_ox: 354.168 nF/cm^2
Input C_it = q D_it: 32.044 nF/cm^2
Main band bending: -0.30 V
Q_s formula: 30.5512 nC/cm^2
Q_s Poisson: 30.5512 nC/cm^2
C_s: 55.720 nF/cm^2
Ideal limits at the main band bending:
  C_LF: 70.334 nF/cm^2; C_HF: 48.145 nF/cm^2
  corrected LF: 87.763 nF/cm^2
  corrected HF: 55.720 nF/cm^2
  extracted C_it: 32.044 nF/cm^2
  extracted D_it: 2.0000e+11 cm^-2 eV^-1
  uncorrected C_LF-C_HF: 22.189 nF/cm^2
Rate model at 1 Hz and 1e+06 Hz:
  psi -0.3 V: tau 1.096e-03 s, w_L*tau 6.89e-03, w_H*tau 6.89e+03
    C_low 70.334, C_high 48.151 nF/cm^2
    D_it 1.9995e+11 cm^-2 eV^-1, extracted/input 0.9998
  psi -0.2 V: tau 2.290e-05 s, w_L*tau 1.44e-04, w_H*tau 144
    C_low 79.145, C_high 58.608 nF/cm^2
    D_it 1.9781e+11 cm^-2 eV^-1, extracted/input 0.9890
  psi -0.1 V: tau 4.785e-07 s, w_L*tau 3.01e-06, w_H*tau 3.01
    C_low 98.561, C_high 88.601 nF/cm^2
    D_it 1.1488e+11 cm^-2 eV^-1, extracted/input 0.5744
Low-end deficit at w*tau=0.05: 7.869e-04, law 7.880e-04
High-end residue at w*tau=1000: 1.574e-03, law 1.571e-03
Single level: C_T 436.930 nF/cm^2
  w*tau_t 0.1: apparent/C_T 0.99518, law 0.99518
  w*tau_t 1.0: apparent/C_T 0.67384, law 0.67384
  w*tau_t 10.0: apparent/C_T 0.02024, law 0.02024
C_LF raised 1 %: C_it changes by 3.43 %
C_ox raised 1 %: C_it changes by -0.40 %
HF curve read 20 mV too positive: C_it changes by -5.31 %
phi_B = (kT/q) ln(n0/n_i): 0.3572 V
False D_it from minority carriers, no traps (hole-free C_s as HF):
  |psi| = 1.0 phi_B: 3.04e+05 cm^-2 eV^-1, C_s ratio 1.0000
  |psi| = 1.5 phi_B: 2.49e+08 cm^-2 eV^-1, C_s ratio 1.0010
  |psi| = 2.0 phi_B: 2.11e+11 cm^-2 eV^-1, C_s ratio 1.9635
\end{verbatim}
